\section*{Why a neutral hafnia vacancy can hold a deep localised state}

\section{Two weak attractions, one deep state}

Take four cations around an empty oxygen site and lower their orbital energy by 1.0~eV. In the model below this does not bind an electron. Add an orbital centred on the empty site, 0.5~eV above the conduction edge and not coupled to the cations. It does not hold an electron below the edge either. Now couple the two with a matrix element of 1.5~eV per cation. One electron is bound 2.26~eV below the edge, with 97\% of its density on these five orbitals. A second electron, which makes the vacancy neutral, is also bound: lifting one electron of the pair to the conduction edge costs 0.84~eV, despite their repulsion.

The depth comes from the four couplings acting together. One coupling of 1.5~eV would already bind an electron, but much less deeply. The in-phase combination of the four cation orbitals couples to the central orbital with all four amplitudes adding, and the resulting bonding state falls out of the conduction band. The argument shows how a neutral vacancy \emph{can} have a deep state. In this short-range model a threshold must be passed, and the parameters are round values, not a fit to hafnia.

\section{The model and the electrostatics}

In the ionic picture, removing a neutral oxygen atom from an O$^{2-}$ site leaves two electrons behind. A fourfold-coordinated site is represented by a tetrahedral site of an fcc cation lattice with cubic constant $a$, as in fluorite-type hafnia. Each cation carries one orbital of energy $\varepsilon_c$, and nearest neighbours are joined by $-t$, with $t>0$. With $x=k_xa/2$ and similarly for $y,z$, the twelve neighbours give
\begin{equation}
E_{\mathbf k}=\varepsilon_c-4t(\cos x\cos y+\cos y\cos z+\cos z\cos x).
\label{band}
\end{equation}
The minimum is at $\mathbf k=0$, so the conduction edge is $E_C=\varepsilon_c-12t$. With $t=0.25$~eV and $\varepsilon_c=3$~eV, $E_C=0$.

The vacancy lowers its four neighbours by $\Delta=1$~eV and adds an s-like orbital $v$ at $\varepsilon_v=0.5$~eV, coupled by $-V$ to each neighbour, with $V=1.5$~eV. The orbitals are taken as orthonormal. The real d manifold, threefold sites, valence-band mixing, nuclear relaxation and the long-range Coulomb tail are left out. The binding thresholds found below belong to this short-range model: the attractive Coulomb tail of a charged vacancy can bind shallow states without a threshold.

Electrostatics supports the sense of these shifts. In Gaussian units an electron at distance $r$ from a point charge $-2e$ has energy $+2e^2/r$. Removing the ion therefore changes the energy of a fixed electron cloud by
\begin{equation}
\delta E=-2e^2\langle 1/r\rangle
\end{equation}
before screening. For a spherical cloud on a cation at distance $d$ that does not reach the vacancy, Newton's shell theorem gives $\langle1/r\rangle=1/d$. For a central cloud $\psi=N\sin(\pi r/d)/r$ inside $r<d$, normalisation requires $4\pi N^2(d/2)=1$. With $s=r/d$,
\begin{align}
d\left\langle\frac1r\right\rangle
&=2\int_0^1\frac{\sin^2\pi s}{s}\,ds
=\int_0^1\frac{1-\cos2\pi s}{s}\,ds\nonumber\\
&=\gamma+\ln2\pi-\mathrm{Ci}(2\pi)=2.44,
\end{align}
where $\gamma$ is Euler's constant and Ci the cosine integral. The central cloud gains more than the cation cloud. Spreading the ion's charge over a sphere smaller than $d$ reduces the factor 2.44, but not below 1, because the potential of such a sphere inside $r<d$ is still at least as strong as its value at $d$. Screening and the energy of $v$ before removal are not computed here, so this argument does not fix $\Delta$ or $\varepsilon_v$.

\section{Why the symmetric orbital is selected}

Call the cation orbitals $\phi_1,\ldots,\phi_4$ and define $S=\frac12\sum_i\phi_i$. Each pair of the four cations is a nearest-neighbour pair. There are twelve ordered pairs, so
\begin{align}
\varepsilon_S&=\langle S|H|S\rangle
=\varepsilon_c-\Delta+\tfrac14(12)(-t)
=\varepsilon_c-\Delta-3t,\\
\langle v|H|S\rangle&=4\left(\tfrac12\right)(-V)=-2V.
\end{align}
The three combinations orthogonal to $S$ have coefficients with $\sum_ic_i=0$. Their coupling to $v$ is $-V\sum_ic_i=0$. Hopping acts on them as $-t\sum_{j\ne i}c_j=+tc_i$, so they lie at $\varepsilon_c-\Delta+t=2.25$~eV, while $\varepsilon_S=1.25$~eV.

The remaining problem is a $2\times2$ matrix with diagonal elements $\varepsilon_v,\varepsilon_S$ and off-diagonal element $-2V$. Its characteristic equation, $(E-\varepsilon_v)(E-\varepsilon_S)=4V^2$, has the lower root
\begin{align}
E_{\rm cl}&=\frac{\varepsilon_v+\varepsilon_S}{2}
-\sqrt{\left(\frac{\varepsilon_v-\varepsilon_S}{2}\right)^2+4V^2}
\label{cluster}\\
&=0.875-\sqrt{0.141+9}=-2.15\ \mathrm{eV}.\nonumber
\end{align}
The first row of the matrix equation, $(\varepsilon_v-E)c_v=2Vc_S$, gives $c_v$ and $c_S$ the same sign when $E<\varepsilon_v$. The state is bonding between the empty site and all four cations.

A low cluster level does not by itself prove that a crystal has a bound state, because a crystal has a continuum. The variational principle closes this gap. The cluster state, set to zero on all other sites, is an allowed trial state of the full lattice and has energy $E_{\rm cl}$. A defect confined to a few orbitals leaves the continuum edge at $E_C$. Hence $E_{\rm cl}<E_C$ guarantees a discrete level $E_1\le E_{\rm cl}$. The condition is sufficient, not necessary.

\section{The level in the crystal and its threshold}

To find $E_1$ itself, let $G(E)=(E-H_0)^{-1}$ for the perfect cation lattice, with same-site element $G_0$ and nearest-neighbour element $G_1$. The diagonal element of $(E-H_0)G=1$ reads
\begin{equation}
(E-\varepsilon_c)G_0+12tG_1=1.
\label{motion}
\end{equation}
Since the four cations are mutual neighbours, $G_S=\langle S|G|S\rangle=G_0+3G_1$.

Write the bound state as $\chi+c_vv$, where $\chi$ lives on the cations and $c_S=\langle S|\chi\rangle$. The orbital $v$ is unchanged by the symmetry operations of the tetrahedral site, so the state that couples to it has equal amplitudes on the four cations, and its part on them is $c_SS$. The lowering therefore contributes $-\Delta c_SS$. Because $\sum_i\phi_i=2S$, the coupling to $v$ contributes $-2Vc_vS$, and the Schr\"odinger equation gives
\begin{align}
(E-H_0)\chi&=(-\Delta c_S-2Vc_v)S,\label{chi}\\
(E-\varepsilon_v)c_v&=-2Vc_S.\label{veq}
\end{align}
Applying $G$ to (\ref{chi}) and projecting on $S$ yields $(1+\Delta G_S)c_S=-2VG_Sc_v$. Substitution into (\ref{veq}) gives
\begin{equation}
E-\varepsilon_v=\Sigma(E),\qquad
\Sigma=\frac{4V^2G_S}{1+\Delta G_S}.
\label{level}
\end{equation}
The root is $E_1=-2.26$~eV, about 0.11~eV below the cluster value, because the electron may now spread onto further cations. Direct diagonalisation of a finite lattice ball reproduces this level within the tested tolerance of $10^{-5}$~eV.

The threshold follows from (\ref{level}). Below the band, $G_S=\sum_{\mathbf k}|\langle\mathbf k|S\rangle|^2/(E-E_{\mathbf k})$ is negative and grows in magnitude towards the edge. Suppose first that $\Delta<1/|G_S(E_C)|$ and $\varepsilon_v>E_C$. Then $1+\Delta G_S$ stays positive, and $E-\varepsilon_v-\Sigma(E)$ rises steadily from $-\infty$. It has a zero below the edge if and only if it is positive at the edge:
\begin{equation}
\Delta+\frac{4V^2}{\varepsilon_v-E_C}>\frac1{|G_S(E_C)|}.
\label{threshold}
\end{equation}
If $\Delta$ alone exceeds the right side, the lowered cations already bind, and coupling to $v$ cannot raise the lowest level. If $\varepsilon_v<E_C$, $v$ itself is a trial state below the edge, so a bound state exists for any $V$.

At the edge, (\ref{band}) gives
\begin{equation}
G_0(E_C)=-\frac1{4t}\left\langle\frac1{3-\cos x\cos y-\cos y\cos z-\cos z\cos x}\right\rangle,
\end{equation}
where the brackets denote the average over wavevectors. Numerical integration gives 0.4482 for this average, hence $G_0=-0.4482$~eV$^{-1}$. Equation (\ref{motion}) with $E_C-\varepsilon_c=-12t$ gives $G_1=G_0+1/(12t)$, so
\begin{equation}
G_S(E_C)=4G_0+\frac1{4t}=-1.793+1=-0.793\ \mathrm{eV}^{-1}.
\end{equation}
The threshold is therefore 1.26~eV. The lowering of 1~eV falls short of it, while the left side of (\ref{threshold}) is $1+9/0.5=19$~eV. The critical coupling is
\begin{equation}
V_c=\tfrac12\sqrt{(1.261-1)(0.5)}\ \mathrm{eV}=0.18\ \mathrm{eV}.
\end{equation}
Lattice balls show no state below the edge at $V=0$ or $V_c/2$, and one at $2.5V_c$.

For the other three combinations, the same projection without $v$ gives $1=-\Delta(G_0-G_1)$. At the edge $G_0-G_1=-1/(12t)$, so they need $\Delta>12t=3$~eV. At $\Delta=1$~eV they do not bind. Both thresholds were also tested by linear solves on finite balls.

The depth depends strongly on coupling. For $V=1.0$, 1.5 and 2.0~eV the one-electron level is at $-1.30$, $-2.26$ and $-3.23$~eV. The average slopes over the two intervals are $-1.91$ and $-1.95$. They approach $-2$, the strong-coupling limit of (\ref{cluster}), where $E_{\rm cl}\simeq(\varepsilon_v+\varepsilon_S)/2-2V$.

\section{How localised the state is}

The weight on $v$ follows from normalisation. Equation (\ref{chi}) and the projected equation for $c_S$ give
\begin{equation}
\chi=-\frac{2Vc_v}{1+\Delta G_S}\,GS.
\end{equation}
Since $\langle S|G^2|S\rangle=-dG_S/dE$, and differentiation of (\ref{level}) gives $\Sigma'=4V^2G_S'/(1+\Delta G_S)^2$, we have $\langle\chi|\chi\rangle=-\Sigma'c_v^2$. Therefore
\begin{equation}
n_v=c_v^2=\frac1{1-\Sigma'(E_1)}=0.527.
\end{equation}
Equation (\ref{veq}) then gives the total weight on the four cations,
\begin{equation}
n_S=n_v\left(\frac{E_1-\varepsilon_v}{2V}\right)^2
=0.527\left(\frac{2.755}{3}\right)^2=0.444.
\end{equation}
Only 0.029 remains outside the cluster. The split between $v$ and cations depends on the chosen orthogonal orbitals.

Far along a cube axis, the wavevector integral for $\chi$ is governed by the pole $k_x=i\kappa$ with zero transverse wavevector. Moving away from zero transverse wavevector increases the decay constant quadratically. The two transverse Gaussian integrals each contribute $r^{-1/2}$, so the amplitude behaves as $e^{-\kappa r}/r$. Setting $x=i\kappa a/2$ and $y=z=0$ in (\ref{band}),
\begin{equation}
E_C-E_1=8t\left[\cosh(\kappa a/2)-1\right].
\label{decay}
\end{equation}
Here $\cosh(\kappa a/2)=1+2.255/2=2.128$, so $\kappa a=2.78$ and the decay length is $0.36a$. As the level approaches the edge, $\kappa\to0$ and the state spreads. Depth and localisation are thus linked in this model.

\section{Keeping the second electron}

The neutral vacancy must bind two electrons. Let the repulsion be 3~eV when both occupy the same cluster orbital, 1~eV when they occupy different cluster orbitals, and zero otherwise. A singlet with both electrons in the one-electron orbital is a trial state of energy $2E_1+J$, where
\begin{equation}
J=3\sum_in_i^2+1\sum_{i\ne j}n_in_j\quad\text{(in eV)}.
\end{equation}
The sums run over the five cluster orbitals. With $n_v=0.527$ and 0.111 on each cation, $\sum_in_i^2=0.327$ and $(\sum_in_i)^2=0.943$. Thus $J=3(0.327)+(0.943-0.327)=1.60$~eV.

If $E_2$ is the true two-electron energy, the cost of lifting one electron to the conduction edge is
\begin{equation}
I=E_1+E_C-E_2\ge E_C-E_1-J.
\label{removal}
\end{equation}
The inequality follows from $E_2\le2E_1+J$. Its right side is $2.26-1.60=0.66$~eV. Since this is positive, the pair is bound. If $J$ exceeded $E_C-E_1$, this guarantee would be lost, although a better two-electron state might still bind.

Diagonalising the two-electron problem gives $E_2=-3.09$~eV and $I=-2.255+3.092=0.84$~eV. Enlarging the ball changes $E_2$ by about 0.001~eV. The gain of 0.18~eV over the bound comes from letting the pair depart from the doubly occupied one-electron orbital; it contains both orbital relaxation and correlation, which are not separated here.

The charge transfer is substantial but partial. Without coupling, $v$ lies above the edge and is empty, and the two electrons belong to cation band states. With coupling, the neutral ground state has 0.86 electrons on $v$, 0.95 on the four cations and 0.19 outside. Doubling the one-electron weights would give 1.05, 0.89 and 0.06.

A mean-field estimate accounts for the direction of this change. The repulsive potential from one electron in the original orbital is $3(0.527)+0.444=2.02$~eV on $v$. On a cation it is $3(0.111)+0.527+3(0.111)=1.19$~eV, and outside it is zero. Repulsion therefore pushes density from $v$ towards the cations and outwards. The neutral state is centred on the vacancy, but it is not two electrons confined to the central orbital.

\section{What to do about it}

When a vacancy calculation yields a gap state, examine its phases as well as its energy. The mechanism predicts that the wavefunction has the same sign at the centre and in the lobes of the cation orbitals that face it. Compare the wavefunction itself, because the sign of a coefficient depends on the sign chosen for its basis orbital. Projecting the density on cation orbitals alone can hide the central part: in the neutral example, 0.86 of the two electrons sit on $v$. A basis that cannot describe density at the empty site restricts this coupling, so the result should be checked with functions centred there.

Do not read the neutral removal energy from the level of a single trapped electron. In the example these are 0.84 and 2.26~eV below the edge, and the difference of 1.42~eV is due to repulsion. Compare total energies of the charge states at fixed nuclei for a vertical transition. For a thermal transition, relax each charge state; that energy is not supplied by this model.

Check the geometry as well. Near $V=1.5$~eV, a reduction of 0.1~eV in every coupling raises the one-electron level by about 0.19~eV. Outward motion of the cations would make the state shallower if it reduced $V$ and left the other parameters unchanged. At a threefold site the same sum of amplitudes gives a coupling $\sqrt3V$ instead of $2V$, so the fourfold result should not be carried over unchanged.

Finally, test the supercell for the neutral charge state itself. The decay length of $0.36a$ along a cube axis (about $0.37a$ along the face and body diagonals) belongs to the single trapped electron, whereas the neutral pair has 0.19 electrons outside the cluster. A cell that contains the first state well may be less adequate for the second. The remaining values and checks are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Cation hopping t: 0.25 eV
Host cation orbital energy: 3.00 eV
Conduction edge: 0.00 eV
Lowering of the four cations Delta: 1.00 eV
Vacancy orbital energy: 0.50 eV
Vacancy-cation coupling V: 1.50 eV
Repulsion, same orbital: 3.00 eV
Repulsion, different cluster orbitals: 1.00 eV
d<1/r> for box-like central cloud: 2.4377 (no unit)
d<1/r> for cation cloud: 1.0000 (no unit)
Symmetric cation level in cluster: 1.250 eV
Three other cation levels in cluster: 2.250 eV
Lowest cluster level: -2.1483 eV
Weight on v in cluster state: 0.5620 (no unit)
Edge average of 1/(3-sum cc): 0.448220 (no unit)
Site Green function at edge: -0.44822 1/eV
Symmetric Green function at edge: -0.79288 1/eV
Symmetric binding threshold: 1.2612 eV
Same, from lattice balls: 1.2619 eV
Threshold, other combinations: 3.0000 eV
Same, from lattice ball: 3.0001 eV
Actual symmetric strength: 19.000 eV
Critical coupling V: 0.1807 eV
Lowest ball level, V=0: 0.0266 eV
Lowest ball level, V=0.5 critical: 0.0240 eV
Lowest ball level, V=2.5 critical: -0.3138 eV
Exact one-electron level, V=1.0 eV: -1.2989 eV
Exact one-electron level, V=1.5 eV: -2.2554 eV
Exact one-electron level, V=2.0 eV: -3.2296 eV
One-electron weight on v: 0.5268 (no unit)
One-electron weight on four cations: 0.4444 (no unit)
One-electron weight outside: 0.0288 (no unit)
Decay constant times a: 2.7755 (no unit)
Same, from lattice Green function: 2.7733 (no unit)
Amplitude decay length: 0.3603 a
Repulsion J in one-electron orbital: 1.5971 eV
Two-electron energy, smaller ball: -3.0902 eV
Two-electron energy, larger ball: -3.0916 eV
Guaranteed removal energy, neutral: 0.6583 eV
Computed removal energy, neutral: 0.8362 eV
Electrons on v, neutral: 0.8624 electrons
Electrons on four cations, neutral: 0.9496 electrons
Electrons outside, neutral: 0.1880 electrons
\end{verbatim}
